# Barrier exponents two and three-halves for a uniaxial single-domain particle

## What symmetry and dimensions fix

A single-domain particle has volume \(V\), saturation magnetization \(M_s\) and uniaxial anisotropy constant \(K>0\). A field \(H\) pushes its magnetization from one easy direction towards the other. Two energies enter, \(KV\) and \(\mu_0M_sVH\), together with one angle \(\psi\) that measures the misalignment of the field. The barrier \(\Delta E\) must therefore have the form

\[
\Delta E=E_0\,f(h,\psi),\qquad E_0=KV,\quad h=\frac{H}{H_K},\quad H_K=\frac{2K}{\mu_0M_s}.
\]

Symmetry decides how \(f\) vanishes when the metastable well disappears. Let \(x\) be a small deviation angle and \(\varepsilon\) the relative distance of the field from the switching field.

If the field lies along the axis, \(x\) and \(-x\) are equivalent and the energy contains even powers alone. Its local form is \(\varepsilon x^2-x^4/4\). The two terms balance at \(x\sim\varepsilon^{1/2}\), where each is of order \(\varepsilon^2\).

If the field is oblique, this symmetry is absent and the local form is \(\varepsilon x-x^3/2\), up to a factor. The balance is again at \(x\sim\varepsilon^{1/2}\), but the energy is now of order \(\varepsilon^{3/2}\). The theorem supplies the amplitudes, the range of validity and the proof that these local forms do arise.

## Assumptions and theorem

The magnetization rotates coherently, with fixed magnitude. The anisotropy, shape included, is \(KV\sin^2\theta\), where \(\theta\) is the polar angle from the initial easy direction. The field makes the angle \(\psi\) with the opposite easy direction, so \(\psi=0\) is a perfectly reversed field. The barrier is the energy of the lowest pass to the reversed well minus the energy of the metastable well.

**Theorem.**

(a) For \(\psi=0\) and \(0\le h<1\),

\[
\Delta E=E_0\left(1-\frac{H}{H_K}\right)^2 .
\]

(b) For \(0<\psi<90^\circ\), the metastable well exists for fields below

\[
H_{sw}=H_K\left(\cos^{2/3}\psi+\sin^{2/3}\psi\right)^{-3/2}.
\]

With \(\varepsilon=1-H/H_{sw}\to0^+\) and \(\tan\theta_c=(\tan\psi)^{1/3}\),

\[
\Delta E=E_0\,C\,\varepsilon^{3/2}\left[1+a\varepsilon+O(\varepsilon^2)\right],
\]
\[
C=\frac43\sqrt{\frac23}\,\sin2\theta_c,\qquad a=\frac49\cot^2 2\theta_c-\frac1{12}.
\]

Part (a) holds over the whole stated field range. Part (b) is an expansion near switching.

## Lemma 1: the lowest pass lies in the plane of axis and field

Let \(\phi\) be the azimuth of the magnetization, measured from the transverse part of the field. The field has component \(-H\cos\psi\) along the initial easy direction and \(H\sin\psi\) across it. The Zeeman energy is minus \(\mu_0M_sV\) times the field component along the magnetization, and \(\mu_0M_sVH/E_0=2h\). Hence \(e=E/E_0\) is

\[
e=\sin^2\theta+2h\cos\psi\cos\theta-2h\sin\psi\sin\theta\cos\phi .
\]

Since \(\sin\theta\ge0\) on the sphere, \(e(\theta,\phi)\ge e(\theta,0)\). Take any path between the wells and replace \(\phi\) by zero at each point. The new path visits the same polar angles and is nowhere higher. The search for the lowest pass may therefore be restricted to \(\phi=0\), where

\[
e(\theta)=\sin^2\theta+2h\cos(\theta+\psi),\qquad 0\le\theta\le\pi .
\]

## Proof of (a)

For \(\psi=0\),

\[
e'=2\sin\theta\cos\theta-2h\sin\theta=2\sin\theta(\cos\theta-h).
\]

The energy rises from \(\theta=0\) until \(\cos\theta=h\), then falls until \(\theta=\pi\). The well and the top have energies

\[
e(0)=2h,\qquad e_{\rm top}=(1-h^2)+2h^2=1+h^2 .
\]

Their difference is \(1+h^2-2h=(1-h)^2\). This proves (a). The top is a ring, since for \(\psi=0\) the energy does not depend on \(\phi\). ∎

## Lemma 2: the switching field

Let \(0<\psi<90^\circ\) and \(h>0\). Expanding \(\sin(\theta+\psi)\) and taking out \(\sin2\theta=2\sin\theta\cos\theta\) gives

\[
e'=\sin2\theta-2h\sin(\theta+\psi)=\sin2\theta\,[1-hG(\theta)],
\]
\[
G(\theta)=\frac{\sin\psi}{\sin\theta}+\frac{\cos\psi}{\cos\theta}.
\]

On \(0<\theta<\pi/2\), both terms of \(G\) are convex and \(G\) diverges at both ends, so it has one minimum. If \(1/h\) exceeds this minimum, \(e'\) is negative, then positive, then negative. There is one well \(\theta_w\) and, beyond it, one maximum \(\theta_s\). If \(1/h\) is below the minimum, \(e'<0\) throughout and the well is gone.

On \(\pi/2<\theta<\pi\), \(G\) rises steadily from \(-\infty\) to \(+\infty\), while \(\sin2\theta<0\). There the energy falls to one further minimum, the reversed well. The top between the wells is therefore \(\theta_s\).

The minimum of \(G\) satisfies

\[
-\frac{\sin\psi\cos\theta}{\sin^2\theta}+\frac{\cos\psi\sin\theta}{\cos^2\theta}=0
\quad\Longrightarrow\quad \tan^3\theta_c=\tan\psi .
\]

Put \(N=(\sin^{2/3}\psi+\cos^{2/3}\psi)^{1/2}\). Then \(\sin\theta_c=\sin^{1/3}\psi/N\) and \(\cos\theta_c=\cos^{1/3}\psi/N\), so

\[
\frac1{h_{sw}}=G(\theta_c)=N\left(\sin^{2/3}\psi+\cos^{2/3}\psi\right)=N^3 .
\]

This is the stated switching field, with \(h_{sw}=H_{sw}/H_K\). It also gives two relations needed below:

\[
h_{sw}\sin\psi=\sin^3\theta_c,\qquad h_{sw}\cos\psi=\cos^3\theta_c .
\]

∎

## Proof of (b): the leading term

Write \(\theta=\theta_c+x\), \(h=h_{sw}(1-\varepsilon)\), \(S=\sin2\theta_c\) and \(D=\cos2\theta_c\). From the last two relations,

\[
2h_{sw}\sin(\theta_c+\psi)=2\sin\theta_c\cos\theta_c(\sin^2\theta_c+\cos^2\theta_c)=S,
\]
\[
2h_{sw}\cos(\theta_c+\psi)=2(\cos^4\theta_c-\sin^4\theta_c)=2D .
\]

The slope is then, without approximation,

\[
e'=S\cos2x+D\sin2x-(1-\varepsilon)(S\cos x+2D\sin x).
\]

Divide by \(S\), which is positive for an oblique field, and set \(k=D/S=\cot2\theta_c\). Expansion in \(x\) gives

\[
\frac{e'}{S}=\varepsilon-\frac32x^2+2k\varepsilon x-kx^3-\frac{\varepsilon x^2}{2}+\frac58x^4+\cdots
\]

The coefficient \(-3/2\) is \(-2+1/2\), that of \(x^3\) is \(k(-4/3+1/3)\), and that of \(x^4\) is \(2/3-1/24\). For \(x\) of order \(\varepsilon^{1/2}\), the first two terms dominate. They vanish at \(x=\mp x_0\), with \(x_0=\sqrt{2\varepsilon/3}\). The slope has positive derivative at \(-x_0\), which is the well, and negative derivative at \(+x_0\), which is the saddle. Integrating the slope between them,

\[
\frac{\Delta E}{E_0}\simeq S\int_{-x_0}^{x_0}\left(\varepsilon-\frac32x^2\right)dx
=S\left(2\varepsilon x_0-x_0^3\right).
\]

Since \(x_0^2=2\varepsilon/3\), the bracket is \(\frac43\varepsilon x_0\), and

\[
\frac{\Delta E}{E_0}\simeq\frac43\sqrt{\frac23}\,S\,\varepsilon^{3/2}.
\]

The exponent has a mechanical reading. The restoring torque scales as \(\varepsilon\), and the angle over which it acts scales as \(\varepsilon^{1/2}\). The work done against it scales as their product.

## Proof of (b): the correction

Set \(x=\sqrt\varepsilon\,y\) and integrate the slope over \(x\). Apart from a constant,

\[
e=S\varepsilon^{3/2}\left[g_0+\sqrt\varepsilon\,g_1+\varepsilon g_2+\cdots\right],
\]
\[
g_0=y-\frac{y^3}{2},\qquad g_1=k\left(y^2-\frac{y^4}{4}\right),\qquad g_2=-\frac{y^3}{6}+\frac{y^5}{8}.
\]

At leading order the stationary points are \(y_*=\pm\sqrt{2/3}\). The term \(g_1\) moves each by \(\sqrt\varepsilon\,y_1\), where \(g_0''y_1+g_1'=0\). Inserting this shift into the energy gives the contribution of order \(\varepsilon\) inside the bracket:

\[
g_2+g_1'y_1+\frac12g_0''y_1^2=g_2-\frac{(g_1')^2}{2g_0''}.
\]

With \(y_*^2=2/3\), the required values are

\[
g_0=\frac{2y_*}{3},\quad g_0''=-3y_*,\quad g_1'=\frac{4ky_*}{3},\quad g_2=-\frac{y_*}{18}.
\]

The contribution is \(y_*(8k^2/27-1/18)\). The function \(g_1\) is even and cancels between saddle and well. The remaining terms are odd in \(y_*\), so their differences have the same ratio as their values:

\[
a=\frac{8k^2/27-1/18}{2/3}=\frac49k^2-\frac1{12}.
\]

It remains to justify the error \(O(\varepsilon^2)\). Put \(s=\sqrt\varepsilon\). Because \(g_0''(y_*)\ne0\), the implicit function theorem makes the stationary points smooth functions of \(s\). The original energy depends on \(s\) through \(s^2\) alone, so reversing the sign of \(s\) exchanges well and saddle. The barrier is odd in \(s\), and its series contains \(s^3,s^5,s^7,\ldots\). ∎

## Remarks on the special directions

**Axial limit.** As \(\psi\to0\), \(\theta_c\to0\) and \(C\to0\): the three-halves term loses its amplitude. The axial energy near \(h=1\) is

\[
e-2h\simeq(1-h)\theta^2-\frac{\theta^4}{4},
\]

where \(-1/4=-1/3+1/12\) collects the quartic terms of \(\sin^2\theta\) and \(2\cos\theta\). Its top lies at \(\theta^2=2(1-h)\), at height \((1-h)^2\), in agreement with (a).

**Transverse limit.** For \(\psi=90^\circ\), \(e=\sin^2\theta-2h\sin\theta\) at \(\phi=0\). For \(0\le h<1\), two equivalent wells lie at \(\sin\theta=h\) with \(e=-h^2\), and the top between them, at \(\theta=90^\circ\), has \(e=1-2h\). The barrier is again \((1-h)^2\). Here the two wells merge into one at the field direction, so the barrier vanishes without a jump of the magnetization. The three-halves law thus requires a field neither parallel nor perpendicular to the axis.

**Nearly aligned field.** Let \(\psi\) be small and in radians. Then \(\theta_c\simeq\psi^{1/3}\), \(k\simeq1/(2\psi^{1/3})\) and

\[
a\simeq\frac19\psi^{-2/3}.
\]

The correction grows as the field is aligned, and the range of \(\varepsilon\) in which the three-halves law holds shrinks as \(\psi^{2/3}\). To see what lies outside this range, put \(\delta=1-h\) and keep the leading effect of misalignment:

\[
e-2h\simeq\delta\theta^2-\frac{\theta^4}{4}-2\psi\theta .
\]

At the axial top, \(\theta=\sqrt{2\delta}\), the last term has magnitude \(2\psi\sqrt{2\delta}\). It is small beside the barrier \(\delta^2\) when \(\delta\gg\psi^{2/3}\). Moreover, \(1-h_{sw}\simeq\frac32\psi^{2/3}\), so for \(\psi^{2/3}\ll\varepsilon\ll1\) one has \(\delta\simeq\varepsilon\) and an apparent exponent near 2.

The numerical output shows both regimes at \(\psi=0.001^\circ\), where \(\psi^{2/3}\) is about \(7\times10^{-4}\). The local exponent, \(d\ln\Delta E/d\ln\varepsilon\), is 1.98 at \(\varepsilon=0.1\) and 1.50 at \(\varepsilon=10^{-5}\). A measured exponent between the two values can therefore reflect the field window as well as the angle. The quadratic regime needs very close alignment: at \(\varepsilon=0.1\) the local exponent is 1.79 for \(0.1^\circ\), 1.61 for \(1^\circ\) and 1.51 for \(10^\circ\). The local exponent is also not confined between the two values. To first order it is \(3/2+a\varepsilon\), so it falls slightly below three-halves where \(a<0\); at \(45^\circ\) it is 1.49 at \(\varepsilon=0.1\) and 1.45 at \(\varepsilon=0.6\).

## Worked example

Take the round model parameters \(K=3\times10^5\ \mathrm{J/m^3}\), \(M_s=10^6\ \mathrm{A/m}\), \(V=1000\ \mathrm{nm^3}\), \(T=300\ \mathrm K\) and \(\psi=10^\circ\). Then

\[
E_0=(3\times10^5)(10^{-24})\ \mathrm J=3.0\times10^{-19}\ \mathrm J=72.4\,k_BT,
\]
\[
\mu_0H_K=\frac{2K}{M_s}=0.600\ \mathrm T,\qquad
\mu_0H_{sw}=0.6738\times0.600\ \mathrm T=0.404\ \mathrm T .
\]

Ten degrees of misalignment lower the switching field by about one third. The coefficients are \(C=0.929\) and \(a=0.083\).

At \(H=0.8H_{sw}\), that is \(\varepsilon=0.2\) and \(h=0.539\), the leading law gives

\[
\Delta E\simeq72.43\times0.9289\times0.2^{3/2}\,k_BT=6.02\,k_BT .
\]

The factor \(1+0.083\times0.2=1.017\) raises this to \(6.12\,k_BT\). The barrier found from the numerically located stationary points is also \(6.12\,k_BT\), or \(2.53\times10^{-20}\ \mathrm J\), and a search for the lowest pass over the whole sphere agrees with it.

The well lies at \(11.8^\circ\) and the saddle at \(53.0^\circ\), a separation of \(41.2^\circ\). The leading formula \(2\sqrt{2\varepsilon/3}\) gives 0.730 rad, or \(41.8^\circ\). Their midpoint, \(32.4^\circ\), is \(3.1^\circ\) above \(\theta_c=29.3^\circ\). The condition \(g_0''y_1+g_1'=0\) gives \(y_1=4k/9\) for both points, hence a common shift \(\varepsilon y_1=4k\varepsilon/9\) in \(x\). With \(k=\cot2\theta_c=0.611\) this is 0.054 rad, or \(3.1^\circ\), in agreement.

Two other estimates at the same field show what is at stake:

- An aligned particle has \(72.43(1-0.539)^2=15.4\) in units of \(k_BT\). Misalignment has removed more than half of the barrier.
- Putting \(H_{sw}\) into the axial formula gives \(72.43\times0.2^2=2.90\) in the same units, less than half of the true oblique barrier. Replacing \(H_K\) by \(H_{sw}\) does not repair the axial law; the exponent must change too.

In a Boltzmann factor \(e^{-\Delta E/k_BT}\), the second error amounts to \(e^{6.12-2.90}\approx25\).

At half the switching field, the leading law gives \(23.8\,k_BT\) against the numerical \(24.8\,k_BT\), an error of 4% relative to the latter. This wide range is due to the small \(a\) at \(10^\circ\). At \(1^\circ\), \(a=1.35\), and the first correction at \(\varepsilon=0.2\) would already be 27% of the leading term.

## Where the result stops

At \(0.99H_{sw}\) the example has a barrier of \(0.07\,k_BT\). The energy formula is accurate there, but thermal motion crosses such a barrier freely, and a rate built on rare escapes has lost its basis. The barrier also does not give the rate prefactor, which needs the dynamics.

Reversal by a domain wall or another non-uniform mode lies outside the theorem, since \(\theta\) and \(\phi\) then no longer describe the path. The exponent can survive a change of energy function. Suppose a well and a saddle merge along one smooth coordinate, with local slope \(\alpha\varepsilon-\beta x^2/2\) and \(\alpha,\beta>0\). They lie at \(\mp x_0\), \(x_0=\sqrt{2\alpha\varepsilon/\beta}\), and

\[
\int_{-x_0}^{x_0}\left(\alpha\varepsilon-\frac{\beta x^2}{2}\right)dx=\frac43\alpha\varepsilon x_0\propto\varepsilon^{3/2}.
\]

The uniaxial particle is the case \(\alpha=S\), \(\beta=3S\). Further anisotropy terms change \(\alpha\), \(\beta\) and \(H_{sw}\), but leave the exponent at three-halves as long as both coefficients, taken along the coordinate in which the well actually fails, stay nonzero. An oblique field does not guarantee this once the anisotropy is not uniaxial, because Lemma 1 then no longer applies. Let \(\mathbf m\) be the unit magnetization and take \(e=m_x^2+(1-d)m_y^2+2h(\cos\psi\,m_z-\sin\psi\,m_x)\) with \(0<d<1\). A pair of saddles lies at \(m_x=h\sin\psi/d\), \(m_z=h\cos\psi/(1-d)\) and opposite values of \(m_y\). They reach \(m_y=0\) at \(h=[\sin^2\psi/d^2+\cos^2\psi/(1-d)^2]^{-1/2}\). For \(d=0.6\) and \(\psi=10^\circ\) this is 0.403, below the in-plane value 0.674, and the two saddles merge with the well there. The mirror symmetry \(m_y\to-m_y\) allows even powers alone along that direction, and the barrier vanishes with exponent 2.

## Calculated quantities

```
K = 3.0e+05 J/m^3, Ms = 1.0e+06 A/m
V = 1000 nm^3, T = 300 K, psi = 10 degrees
E0 = 3.000e-19 J
kB T = 4.1419e-21 J
E0/(kB T) = 72.43 (dimensionless)
mu0 H_K = 0.6000 T
mu0 H_sw at 10 degrees = 0.4043 T
General angles (angles in degrees, other columns dimensionless):
psi, H_sw/H_K, theta_c, C, a formula, a numerical, exponent
(a numerical at eps = 0.001, exponent at eps = 0.0001)
1, 0.9071, 14.54, 0.5292, 1.3532, 1.3522, 1.5001
10, 0.6738, 29.28, 0.9289, 0.0827, 0.0827, 1.5000
45, 0.5000, 45.00, 1.0887, -0.0833, -0.0833, 1.5000
80, 0.6738, 60.72, 0.9289, 0.0827, 0.0827, 1.5000
Barriers at psi = 10 degrees, in units of kB T:
H/H_sw, numerical, 3/2 law, 3/2 law with correction
0.50, 24.7505, 23.7862, 24.7702
0.80, 6.1168, 6.0175, 6.1171
0.90, 2.1451, 2.1275, 2.1451
0.99, 0.0673, 0.0673, 0.0673
At H = 0.8 H_sw, psi = 10 degrees:
mu0 H = 0.3234 T
H/H_K = 0.5390 (dimensionless)
well angle = 11.80 degrees
saddle angle = 53.04 degrees
barrier/E0 in plane = 0.08445 (dimensionless)
barrier/E0 on sphere grid = 0.08445 (dimensionless)
barrier = 2.534e-20 J
mistaken E0(1-H/H_sw)^2 = 2.897 kB T
aligned particle, same field = 15.390 kB T
Crossover at psi = 0.001 degrees (exponents dimensionless):
local exponent at eps = 0.1: 1.982
local exponent at eps = 0.00001: 1.502
a/(psi^(-2/3)/9) = 0.9982 (dimensionless)
```
